\section*{Small thickness fluctuations and the mean capacitance of gate dielectrics, part 2}

A dielectric film of uneven thickness lies between two ideal metal electrodes at voltage $V$, carrying charge $Q$. How much does its capacitance exceed that of a uniform film with the same mean thickness? This part treats a stack with a second layer, and thickness that varies over short lateral distances.

At position $\mathbf r=(x,y)$ the thickness is $t=t_0(1+\delta)>0$. Angle brackets average over the projected area $A$, so $t_0=\langle t\rangle$ and $\langle\delta\rangle=0$. The standard deviation of $t$ is $\sigma$, and $s^2=\langle\delta^2\rangle=\sigma^2/t_0^2$. The permittivity is $\varepsilon=\varepsilon_0\kappa$.

In the local model each small area is a parallel-plate capacitor with $c=\varepsilon/t$ per area. With $c_0=\varepsilon/t_0$, the excess is $X=\langle c\rangle/c_0-1$. Averaging the identity $1/(1+\delta)=1-\delta+\delta^2/(1+\delta)$ gives
\begin{equation}
X=\left\langle\frac{\delta^2}{1+\delta}\right\rangle .
\label{eq:Xexact}
\end{equation}
For small fluctuations this proves the variance rule, $X\simeq s^2$. The next correction is the cubic term, $-\langle\delta^3\rangle$. For a map with cells of thickness $t_j$ and area fraction $a_j$, where $\sum_j a_j=1$,
\begin{equation}
t_0=\sum_j a_jt_j,\qquad
\delta_j=\frac{t_j}{t_0}-1,\qquad
X=\sum_j a_j\frac{\delta_j^2}{1+\delta_j}.
\label{eq:discrete}
\end{equation}
The thickness inferred from the capacitance is
\begin{equation}
t_{\mathrm{el}}=\frac{\varepsilon}{\langle c\rangle}
=\left\langle\frac1t\right\rangle^{-1}=\frac{t_0}{1+X}\simeq t_0(1-s^2).
\label{eq:tel}
\end{equation}

The example has $\kappa=20$, $t_0=3.00$~nm and $\sigma=0.30$~nm, so $s=0.10$. Its profile is a sinusoid of amplitude $\sqrt2\,\sigma=0.424$~nm, for which the local model gives $X=1.015\,\%$.

The computed results at the end also list three earlier checks of the local model: an irregular map made of twelve plane waves, films with 10\,\% of their area 30\,\% thinner or thicker than the mean, and the slow growth of $\langle t_0/t\rangle$ for a Gaussian distribution at $s=0.1$ as its lower thickness cut-off is reduced.

\subsection{A stack and its equivalent thickness}

Let the fluctuating high-permittivity layer have thickness $t_h(\mathbf r)$ and relative permittivity $\kappa_h$. An interlayer has thickness $t_i$ and relative permittivity $\kappa_i$. In the local model the displacement $D$ is normal to the layers. There is no free charge at their interface, so $D$ has the same value in both. The voltage is the sum of field times thickness:
\begin{equation}
V=\frac{D}{\varepsilon_0\kappa_h}t_h+\frac{D}{\varepsilon_0\kappa_i}t_i .
\end{equation}
The charge per area has magnitude $D$, and therefore
\begin{equation}
\frac1c=\frac VD=\frac{t_h}{\varepsilon_0\kappa_h}+\frac{t_i}{\varepsilon_0\kappa_i}.
\label{eq:series}
\end{equation}
The equivalent oxide thickness $T$ is the thickness of a reference dielectric, of relative permittivity $\kappa_{\mathrm{ref}}$, that has the same capacitance. The usual convention $\kappa_{\mathrm{ref}}=3.9$ is adopted. Setting $c=\varepsilon_0\kappa_{\mathrm{ref}}/T$ in Eq.~\eqref{eq:series} gives
\begin{equation}
T=\frac{\kappa_{\mathrm{ref}}}{\kappa_h}t_h+\frac{\kappa_{\mathrm{ref}}}{\kappa_i}t_i .
\label{eq:eot}
\end{equation}

The local capacitance is again a constant divided by a positive thickness. The earlier proof applies without change when $t$ is replaced by $T$. With $T_0=\langle T\rangle$ and $\Delta=T/T_0-1$,
\begin{equation}
X=\left\langle\frac{\Delta^2}{1+\Delta}\right\rangle\simeq\langle\Delta^2\rangle .
\label{eq:stackX}
\end{equation}
The relevant variance is that of the equivalent thickness of the whole stack.

Let $w$ be the share of the high-permittivity layer in the mean equivalent thickness, and let $\delta_h$ and $\delta_i$ be the relative thickness fluctuations of the two layers. From Eq.~\eqref{eq:eot},
\begin{equation}
w=\frac{\kappa_{\mathrm{ref}}\langle t_h\rangle}{\kappa_hT_0},\qquad
\Delta=w\,\delta_h+(1-w)\,\delta_i .
\end{equation}
Squaring and averaging give
\begin{equation}
\langle\Delta^2\rangle=w^2\langle\delta_h^2\rangle+(1-w)^2\langle\delta_i^2\rangle
+2w(1-w)\langle\delta_h\delta_i\rangle .
\label{eq:covariance}
\end{equation}
The last term is negative if one layer tends to be thin where the other is thick. Such compensation reduces the excess. If the interlayer is uniform, $\delta_i=0$ and
\begin{equation}
X\simeq(ws)^2 .
\label{eq:ws}
\end{equation}
The interlayer reduces the relative fluctuation by the factor $w$. The local excess is quadratic in that fluctuation and falls by $w^2$.

Add to the example a uniform interlayer with $t_i=0.50$~nm and $\kappa_i=3.9$. The two parts of the mean equivalent thickness are
\begin{equation}
\frac{3.9}{20}\times3.00=0.585~\mathrm{nm},\qquad
\frac{3.9}{3.9}\times0.50=0.500~\mathrm{nm},
\end{equation}
so $T_0=1.085$~nm and $w=0.585/1.085=0.539$. Equation~\eqref{eq:ws} gives
\begin{equation}
X\simeq(0.539\times0.10)^2=0.291\,\% .
\end{equation}
Averaging the series capacitance over the sinusoid gives 0.292\,\%. The capacitance rises from 3.183 to $3.192~\mu\mathrm{F/cm^2}$. Within the local model, the same roughness that changed the single film by one per cent changes this stack by about 0.3\,\%. The factor $w^2$ holds only for slow lateral variation. When the disturbance of the field stays within the high-permittivity layer and does not reach the interlayer, the reduction relative to the single film approaches $w$ instead.

\subsection{Bounds on the true capacitance}

The electric field in an uneven film is not purely vertical. The local model can be compared with the full electrostatic problem through the field energy. Place the lower electrode on the plane $z=0$ at potential zero, and the upper one on $z=t(\mathbf r)$ at potential $V$. The film is taken as laterally periodic, with $A$ the area of one period. The potential $\phi$ obeys $\nabla\cdot(\varepsilon\nabla\phi)=0$ in the dielectric, so $\varepsilon|\nabla\phi|^2=\nabla\cdot(\phi\,\varepsilon\nabla\phi)$. The divergence theorem turns the volume integral into a surface integral. The side faces cancel by periodicity, and the lower electrode contributes nothing because $\phi=0$ there. On the upper electrode $\phi=V$, and the surface charge is $\varepsilon\,\partial_n\phi$, with $n$ pointing out of the dielectric. Thus
\begin{equation}
\int\varepsilon|\nabla\phi|^2\,d^3r=VQ=CV^2 ,
\label{eq:energy}
\end{equation}
where $C$ is the true capacitance of the area $A$.

For a lower bound, drop the lateral components of $\nabla\phi$, which contribute a non-negative amount. In each vertical column the Cauchy--Schwarz inequality gives
\begin{equation}
\int_0^t\varepsilon(\partial_z\phi)^2\,dz\int_0^t\frac{dz}{\varepsilon}
\ge\left(\int_0^t\partial_z\phi\,dz\right)^2=V^2 .
\end{equation}
The second integral is $1/c(\mathbf r)$, for a single film and also for a stack. Integration over the area then yields
\begin{equation}
\frac CA\ge\langle c\rangle .
\label{eq:lower}
\end{equation}
Lateral fields can raise the capacitance above the local value but cannot lower it.

For an upper bound in a homogeneous film, use a trial potential $\psi$ that has the correct values on both electrodes. Write $\psi=\phi+\chi$, where $\chi$ vanishes on the electrodes. Then
\begin{equation}
\int|\nabla\psi|^2=\int|\nabla\phi|^2+2\int\nabla\phi\cdot\nabla\chi+\int|\nabla\chi|^2 .
\end{equation}
The middle integral is zero, because $\nabla\phi\cdot\nabla\chi=\nabla\cdot(\chi\nabla\phi)$ and $\chi$ vanishes on the electrodes. The trial energy is therefore no smaller than the true one. The local model suggests $\psi=Vz/t(\mathbf r)$, with
\begin{equation}
\partial_z\psi=\frac Vt,\qquad
\nabla_{\!\parallel}\psi=-\frac{Vz}{t^2}\nabla_{\!\parallel}t .
\end{equation}
Since $\int_0^tz^2\,dz=t^3/3$,
\begin{equation}
\int_0^t|\nabla\psi|^2\,dz=\frac{V^2}t+\frac{V^2|\nabla_{\!\parallel}t|^2}{t^4}\,\frac{t^3}3
=\frac{V^2}t\left(1+\frac{|\nabla_{\!\parallel}t|^2}3\right).
\end{equation}
Together with Eqs.~\eqref{eq:energy} and \eqref{eq:lower} this gives
\begin{equation}
\varepsilon\left\langle\frac1t\right\rangle\le\frac CA\le
\varepsilon\left\langle\frac1t\left(1+\frac{|\nabla_{\!\parallel}t|^2}3\right)\right\rangle .
\label{eq:twosided}
\end{equation}

The slope must be compared with the small quantity being calculated. To leading order the error in the excess is at most $\langle|\nabla_{\!\parallel}t|^2\rangle/3$. Lateral fields thus change the excess only slightly if
\begin{equation}
\frac{\langle|\nabla_{\!\parallel}t|^2\rangle}3\ll s^2 .
\label{eq:criterion}
\end{equation}
With the lower electrode flat, as assumed here, this can be evaluated from a thickness map, provided that the map resolves the shortest lateral variations of the film. It is stricter than a demand for small slopes, because $s^2$ is itself small. If both electrodes undulate, the thickness map is not enough: their common slope also raises the capacitance, but does not appear in $t(\mathbf r)$.

A film with abrupt steps has no finite bound of this kind. Its plateaus must be so wide that the extra charge near the steps is small compared with the excess itself. This can require widths of many times the thickness. Beside a step, the disturbance on a plateau of thickness $t$ vanishes at both electrodes. It is made of terms $\sin(n\pi z/t)\,e^{-n\pi x/t}$ with $n=1,2,\ldots$, each of which solves Laplace's equation. The slowest decays over the distance $t/\pi$.

\subsection{Roughness of a given wavelength}

For weak roughness the correction can be found in closed form. Let the upper electrode lie at $z=t_0+h(x)$, with
\begin{equation}
h(x)=H\cos qx,\qquad \sigma^2=\langle h^2\rangle=\frac{H^2}2 .
\end{equation}
The lateral period is $L=2\pi/q$. Both $H/t_0$ and the slope $qH$ are taken as small. Expand the potential as $\phi=\phi_0+\phi_1+\phi_2+\ldots$ in powers of $h$. A Taylor expansion transfers the condition $\phi=V$ from the rough surface to the plane $z=t_0$:
\begin{equation}
\phi_0+\phi_1+\phi_2+h\,\partial_z\phi_0+h\,\partial_z\phi_1
+\tfrac12h^2\partial_z^2\phi_0+\ldots=V
\quad\text{at } z=t_0 .
\label{eq:transfer}
\end{equation}

At order zero, $\phi_0=Vz/t_0$, and its second derivative vanishes. At first order,
\begin{equation}
\phi_1(x,t_0)=-h\,\partial_z\phi_0=-\frac V{t_0}H\cos qx .
\end{equation}
The solution of Laplace's equation with this value at $z=t_0$ and zero at $z=0$ is
\begin{equation}
\phi_1=-\frac V{t_0}H\cos qx\,\frac{\sinh qz}{\sinh qt_0}.
\label{eq:phi1}
\end{equation}
At second order, Eq.~\eqref{eq:transfer} requires $\phi_2=-h\,\partial_z\phi_1$ at $z=t_0$. The two minus signs cancel, and
\begin{equation}
\phi_2(x,t_0)=\frac V{t_0}H^2\cos^2(qx)\,q\coth qt_0 .
\end{equation}

Only the lateral average of $\phi_2$ is needed. Averaging Laplace's equation over a period removes the $x$ derivatives, which leaves $d^2\langle\phi_2\rangle/dz^2=0$. The average is linear in $z$, vanishes at $z=0$, and takes the averaged boundary value at $z=t_0$:
\begin{equation}
\langle\phi_2\rangle=\frac V{t_0}\,\sigma^2q\coth(qt_0)\,\frac z{t_0}.
\end{equation}
The mean charge per area on the flat electrode has magnitude $\varepsilon\langle\partial_z\phi\rangle$ at $z=0$. The first-order term averages to zero. Dividing by $V$ gives
\begin{equation}
\frac CA\simeq\frac\varepsilon{t_0}\left[1+\frac{\sigma^2}{t_0}\,q\coth qt_0\right],
\end{equation}
and with $\sigma^2=s^2t_0^2$ the true excess is
\begin{equation}
\boxed{\;X_{\mathrm{true}}\simeq s^2F(qt_0),\qquad F(x)=x\coth x\;}
\label{eq:F}
\end{equation}

For long waves, the series of $\cosh x$ and $\sinh x$ give
\begin{equation}
F(x)=\frac{1+x^2/2+\ldots}{1+x^2/6+\ldots}=1+\frac{x^2}3+O(x^4).
\end{equation}
The variance rule is recovered as $qt_0\to0$. The first correction, $s^2(qt_0)^2/3$, equals $\langle h'^2\rangle/3$, since $\langle h'^2\rangle=q^2\sigma^2$. It coincides with the leading upper bound in Eq.~\eqref{eq:twosided}. For short waves $\coth x\to1$ and $X_{\mathrm{true}}\simeq s^2qt_0$. In this regime the first-order disturbance in Eq.~\eqref{eq:phi1} is confined to a depth of about $1/q$ below the rough electrode. The steeper gradient there increases the second-order charge.

A profile with several distinct wave vectors is treated in the same way. The average of a product of two different waves is zero, so at second order their contributions add:
\begin{equation}
X_{\mathrm{true}}\simeq\sum_j s_j^2\,F(q_jt_0),\qquad \sum_js_j^2=s^2 ,
\label{eq:spectrum}
\end{equation}
where $s_j^2$ is the part of the relative variance carried by wave $j$. Opposite wave vectors describe the same real wave and are counted once.

\subsection{Numerical comparison and use}

An independent solution imposes the boundary condition on the actual rough surface. The potential is written as
\begin{equation}
\frac\phi V=B_0\frac z{t_0}+\sum_{n=1}^{N-1}B_n\cos(nqx)\,\frac{\sinh nqz}{\sinh nqt_0}.
\end{equation}
Each term satisfies Laplace's equation and vanishes at $z=0$. The coefficients follow from setting $\phi=V$ at $N$ points of the surface. The oscillating terms carry no mean charge on the flat electrode, so $X_{\mathrm{true}}=B_0-1$. The results for $s=0.10$ are:

\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $qt_0$ & $F(qt_0)$ & $X_{\mathrm{true}}$ (\%)\\
\hline
300 & 0.063 & 1.001 & 1.017\\
100 & 0.188 & 1.012 & 1.027\\
30 & 0.628 & 1.128 & 1.144\\
10 & 1.885 & 1.974 & 1.982
\end{tabular}
\end{center}

Here $N=16$; reducing it to 12 changes $X_{\mathrm{true}}$ by less than $10^{-6}$ in all four cases. Each value lies above the local result of 1.015\,\%, as Eq.~\eqref{eq:lower} requires. With the amplitude lowered to $0.02\,t_0$, the ratio $X_{\mathrm{true}}/s^2$ was tested against $F$ and agrees within one per cent at every period.

At a period of 100~nm the local model underestimates the excess by about one per cent of its value. At 30~nm the shortfall is about 11\,\%, and at 10~nm the true excess is nearly twice the local one. These figures belong to a 3~nm film with one flat electrode. For another thickness, the ratio $t_0/L$ decides.

In practice, the mean and variance should come from the same map, and the criterion~\eqref{eq:criterion} should be checked first. If it holds and one electrode is flat, Eq.~\eqref{eq:discrete} gives the excess of a single film, including the effect of asymmetry, provided that the noise in the map is negligible. To leading order, uncorrelated noise adds its own relative variance to the sum. For a stack, the equivalent thickness $T$ takes the place of $t$ in that sum. The criterion was derived for a homogeneous film, however, and does not cover a stack. There the local sum is a lower bound by Eq.~\eqref{eq:lower}, and its lateral error is not estimated here. If the criterion fails for a single film with one flat electrode, Eq.~\eqref{eq:spectrum} applies as long as both the relative fluctuation and the slope of the rough electrode are small. It omits the cubic term, so for an asymmetric profile it carries a relative error of order $\langle\delta^3\rangle/s^2$, which at $s=0.1$ can be as large as the lateral correction itself. For a single film between ideal electrodes, the mean thickness follows from the capacitance by inverting the relation for the electrical thickness:
\begin{equation}
t_0=\frac{\varepsilon}{C/A}\,(1+X)\simeq\frac{\varepsilon}{C/A}\,(1+s^2),
\end{equation}
with $X_{\mathrm{true}}$ in place of $X$ when the lateral correction matters. In a real device the electrodes add a capacitance in series with the film. It can change the apparent thickness by more than the roughness does, and it also weakens the roughness correction, because it acts like a uniform interlayer. Let it be equivalent to a thickness $d$ of the film material, with $w=t_0/(t_0+d)$. In the local model Eq.~\eqref{eq:ws} gives $\varepsilon A/C\simeq(t_0+d)(1-w^2s^2)=d+t_0(1-ws^2)$, so after $d$ is subtracted the correction factor is $1+ws^2$ rather than $1+s^2$. The numerical output that follows lists the values used here with more digits.

\section*{Computed results}
\begin{verbatim}
high-k relative permittivity: 20.0
mean thickness: 3.00 nm
rms thickness fluctuation: 0.30 nm
relative variance s^2: 1.0000 %
sinusoid amplitude: 0.4243 nm
uniform-film capacitance: 5.9028 uF/cm^2
mean capacitance, sinusoid: 5.9627 uF/cm^2
excess, sinusoid: 1.0153 %
electrical thickness, sinusoid: 2.9698 nm
map: smallest delta: -0.2853
map: largest delta: 0.3422
map: lower bound on excess: 0.7451 %
map: excess: 1.0206 %
map: upper bound on excess: 1.3992 %
10 % area 30 % thiner: s^2 1.0000 %, <delta^3> -0.2667 %, excess 1.3825 %
same, fluctuations 100 times smaller: excess/s^2 1.00267
10 % area 30 % thicker: s^2 1.0000 %, <delta^3> 0.2667 %, excess 0.7958 %
same, fluctuations 100 times smaller: excess/s^2 0.99734
Gaussian <t0/t> growth per decade of cut-off: 1.772e-21
interlayer thickness: 0.50 nm
interlayer and reference permittivity: 3.9, 3.9
high-k part of EOT: 0.5850 nm
mean EOT of stack: 1.0850 nm
high-k share w of EOT: 0.5392
stack uniform capacitance: 3.1826 uF/cm^2
stack mean capacitance: 3.1919 uF/cm^2
stack (w s)^2: 0.2907 %
stack excess: 0.2920 %
period 300 nm: q*t0 0.0628, factor q*t0*coth 1.0013, weak-roughness Laplace X/s^2 1.0016, Laplace excess 1.0166 %
period 100 nm: q*t0 0.1885, factor q*t0*coth 1.0118, weak-roughness Laplace X/s^2 1.0121, Laplace excess 1.0271 %
period 30 nm: q*t0 0.6283, factor q*t0*coth 1.1283, weak-roughness Laplace X/s^2 1.1286, Laplace excess 1.1440 %
period 10 nm: q*t0 1.8850, factor q*t0*coth 1.9739, weak-roughness Laplace X/s^2 1.9741, Laplace excess 1.9819 %
\end{verbatim}
